Energy moments of the dipole oscillator strengths of the hydrogen 1s state, part 2

For one electron (charge −1) bound to a fixed unit point charge, H = −½∇² − 1/r in atomic units (ħ = mₑ = e = 4πε₀ = 1), with ground state ψ₀ = e^(−r)/√π and E₀ = −1/2. With ω_n = E_n − E₀ and f_n = 2ω_n|⟨n|z|0⟩|², the moments are

S(k) = Σ_n f_n ω_n^k (hartree^k),

including the continuum integral ∫ dE (df/dE) ω^k.

Of part (a), S(2) = 4/3, S(1) = 2/3, S(0) = 1, S(−1) = 2, S(−2) = 9/2 are proved; k = −3 and −4 remain. Also to be proved: (b) for nuclear charge Z the moments are Z^(2k) S(k); (c) for real k, S(k) is finite if and only if k < 5/2.

Write ⟨g⟩ = ∫gψ₀² d³r and A = H − E₀. The spectral measure μ of φ₀ = zψ₀ lies on ω ≥ 3/8, and

S(k) = 2∫ω^(k+1) dμ(ω).  (1)

F2 (spectral theorem): for χ in the domain of A^j, A^jχ has measure ω^(2j)dμ_χ.

For j ≤ 1, φ_j = A^jφ₀ = u_j cosθ ψ₀, with u₁ = 1, u₀ = r,

u₋₁ = r²/2 + r,
u₋₂ = r³/6 + 11r²/12 + 11r/6,
u₋₃ = r⁴/24 + 31r³/72 + 287r²/144 + 287r/72.

If u_j = Σ b_m r^m and u_(j−1) = Σ c_m r^m, then

c_(m+1) = b_m/(m+1) + ½(m+4)c_(m+2),  m = d, d−1, …, 0,  (11)

where d is the degree of u_j, c_(d+2) = 0 and b₀ = 0.

Moments follow from S(k) = (2/3)⟨u_a u_b⟩ with a + b = k + 1 and a, b ≤ 1, and ⟨rⁿ⟩ = (n+2)!/2^(n+1).

Lemma 5: φ₁ is not in the operator domain of A, because its pointwise image φ₂ = cosθ ψ₀/r² is not square-integrable. The acceleration form is ω_n²⟨n|z|0⟩ = ⟨n|φ₂⟩.

On the form domain (square-integrable functions with square-integrable gradient), the energy form of A for χ = (P/r)Y, Y = √(3/4π) cosθ, is

Q(χ,χ) = ∫₀^∞ [½P′² + (1/r² − 1/r + ½)P²] dr.  (2)

For k = −3, take a = b = −1. Since u₋₁² = r⁴/4 + r³ + r²,
⟨u₋₁²⟩ = 45/8 + 15/2 + 3 = (45 + 60 + 24)/8 = 129/8,  S(−3) = (2/3)(129/8) = 43/4.

For k = −4, take a = −1, b = −2. The product (r²/2 + r)(r³/6 + 11r²/12 + 11r/6) has the coefficients 1/12 for r⁵, 11/24 + 1/6 = 5/8 for r⁴, 11/12 + 11/12 = 11/6 for r³, and 11/6 for r². Then
⟨u₋₁u₋₂⟩ = (1/12)(315/4) + (5/8)(45/2) + (11/6)(15/2) + (11/6)(3)
= 105/16 + 225/16 + 220/16 + 88/16 = 319/8,
S(−4) = (2/3)(319/8) = 319/12. ∎

Other splittings must give the same values. For k = −3 with a = 0, b = −2: ⟨r u₋₂⟩ = (1/6)(45/2) + (11/12)(15/2) + (11/6)(3) = 30/8 + 55/8 + 44/8 = 129/8. For k = −2 with a = 1, b = −2: ⟨u₋₂⟩ = 5/4 + 11/4 + 11/4 = 27/4.

Every moment with integer k ≤ 1 is rational, since (11) and ⟨rⁿ⟩ are. One more pass of (11) gives u₋₄, and exact rational arithmetic on (2/3)⟨u₋₂u₋₃⟩ and (2/3)⟨u₋₃u₋₄⟩ gives S(−6) = 297541/1728 and S(−8) = 289165453/248832, which are used below.

Proof of part (b)

Let H_Z = −½∇² − Z/r and put r = r′/Z. Then ∇² = Z²∇′² and Z/r = Z²/r′, so H_Z = Z²H′, where H′ is the hydrogen Hamiltonian in r′. Excitation energies are Z²ω_n, and matrix elements of z = z′/Z between normalised states are divided by Z. Hence f_n = 2(Z²ω_n)|⟨n|z′|0⟩|²/Z² is unchanged, and each term f_nω_n^k is multiplied by Z^(2k). ∎

Remark (finite nuclear mass). For relative motion with reduced mass m, H = −∇²/(2m) − 1/r, the substitution r = r′/m gives H = mH′. If f_n is defined as 2mω_n|⟨n|z|0⟩|², it is unchanged and S(k) is multiplied by m^k. The sum 2Σ|⟨n|z|0⟩|²/ω_n, which is the polarizability, is multiplied by m⁻³.

Lemma 10 (the explicit spectrum). The bound p states have ω_n = (n² − 1)/(2n²), n = 2, 3, …, with

f_n = 2⁸ n⁵ (n−1)^(2n−4) / [3(n+1)^(2n+4)].  (12)

For E = q²/2 > 0, ω = (1 + q²)/2 and

df/dE = 2⁸ exp(−4 arctan(q)/q) / [3(1 + q²)⁴(1 − e^(−2π/q))].  (13)

Proof. The radial equation belonging to (2) is hP = EP with h = −½d²/dr² + 1/r² − 1/r. Put E = −κ²/2 and P = r²e^(−κr)v. Then

P″ = e^(−κr)[(2 − 4κr + κ²r²)v + (4r − 2κr²)v_r + r²v_rr],

and the equation requires this to equal e^(−κr)(2 − 2r + κ²r²)v. Cancelling and dividing by r gives r v_rr + (4 − 2κr)v_r + (2 − 4κ)v = 0. With ρ = 2κr and division by 2κ,

ρv″ + (4 − ρ)v′ − αv = 0,  α = 2 − 1/κ.

A power series v = Σγ_mρ^m must satisfy (m+1)(m+4)γ_(m+1) = (m + α)γ_m. With γ₀ = 1 this is Kummer's function M(α,4,ρ) = Σ (α)_m ρ^m/[(4)_m m!], where (x)_m = x(x+1)…(x+m−1). The other solution has P ∼ 1/r at the origin and is outside the form domain.

The matrix element. Let U₀ = 2r²e^(−r) and U₁ = 2re^(−r). Since ψ₀cosθ = (2e^(−r))Y/√3, one has φ_j = (U_j/r)Y/√3 and (h − E₀)U₀ = U₁. For any bounded solution P ∼ r², two integrations by parts have no boundary terms, so ω∫PU₀dr = ∫PU₁dr = 2J, with

J = ∫₀^∞ r³ e^(−(σ+κ)r) M(α,4,2κr) dr at σ = 1.

Integrate term by term with s = σ + κ. Since ∫r^(m+3)e^(−sr)dr = (m+3)!/s^(m+4) and (m+3)! = 6(4)_m, the binomial series appears:

J = 6s⁻⁴ Σ (α)_m(2κ/s)^m/m! = 6s⁻⁴(1 − 2κ/s)^(−α) = 6(σ + κ)^(α−4)(σ − κ)^(−α).  (14)

If 𝒩 = ∫P²dr, the strength is f = 2ω·⅓(2J/ω)²/𝒩 = 8J²/(3ω𝒩).

Bound states. For real κ > 0 and a series that does not terminate, γ_(m+1)/γ_m → 1/m, all late terms have one sign, and v grows faster than e^(cρ) for every c < 1, which defeats e^(−ρ/2). So α = −m with m = 0, 1, …, that is κ = 1/n with n = m + 2. The sum in (14) is finite, and at σ = 1

J = 6(1 + 1/n)^(−n−2)(1 − 1/n)^(n−2) = 6n⁴(n−1)^(n−2)/(n+1)^(n+2).

For the norm, Leibniz's rule gives d^m/dρ^m(ρ^(m+3)e^(−ρ)) = Σ_j C(m,j)(−1)^j [(m+3)!/(j+3)!] ρ^(j+3)e^(−ρ), while the coefficients of M(−m,4,ρ) are γ_j = (−1)^j C(m,j)·6/(j+3)!. Hence ρ³e^(−ρ)M = [6/(m+3)!] d^m/dρ^m(ρ^(m+3)e^(−ρ)). Insert this for one factor of M in ∫ρ⁴e^(−ρ)M²dρ and integrate by parts m times, with vanishing boundary terms. Only the two highest terms of ρM survive m derivatives: d^m(ρM)/dρ^m = γ_m(m+1)!ρ + γ_(m−1)m!, with (−1)^mγ_m = 6/(m+3)! and (−1)^mγ_(m−1) = −6m/(m+2)!. Using ∫ρ^(m+4)e^(−ρ)dρ = (m+4)! and ∫ρ^(m+3)e^(−ρ)dρ = (m+3)!,

∫ρ⁴e^(−ρ)M²dρ = [6/(m+3)!]·6 m![(m+1)(m+4) − m(m+3)] = 36 m!(2m+4)/(m+3)!.

With m = n − 2 this is 72n/[(n+1)n(n−1)] = 72/(n² − 1). Since r = nρ/2, 𝒩 = (n/2)⁵·72/(n² − 1) = 9n⁵/[4(n² − 1)]. Then

f_n = (8/3)·[2n²/(n² − 1)]·[4(n² − 1)/(9n⁵)]·36n⁸(n−1)^(2n−4)/(n+1)^(2n+4).

The numerical factor is 8·2·4·36/27 = 256/3 and the power of n is n⁵, which is (12).

Continuum. Put κ = iq and ν = 1/q, so α = 2 + iν. The function P = r²e^(−iqr)M(2 + iν,4,2iqr) solves a real equation with P ∼ r² and is therefore real. For Re α between 0 and 4,

M(α,4,ρ) = [6/(Γ(α)Γ(4−α))] ∫₀¹ e^(ρt) t^(α−1)(1 − t)^(3−α) dt,

as follows from expanding e^(ρt) and using the beta integral Γ(α+m)Γ(4−α)/Γ(4+m) in each term. Here Γ(α)Γ(4−α) = |Γ(2 + iν)|². The integrand with ρ = 2iqr is analytic in the half-strip above the segment [0,1] and decays exponentially as Im t → ∞, so the segment may be replaced by the ray from 0 to i∞ and the ray from 1 + i∞ to 1. On the first, t = is, and for large r only s of order 1/(qr) contributes, where (1 − is)^(1−iν) = 1 + O(s):

∫₀^∞ e^(−2qrs)(is)^(1+iν) i ds = i^(2+iν)Γ(2 + iν)(2qr)^(−2−iν),  i^(2+iν) = −e^(−πν/2).

After multiplication by e^(−iqr), the second ray gives the complex conjugate, as the substitution t → 1 − t* shows. The sum is twice the real part, so P → B cos(qr + ν ln 2qr + constant), with

B = r²·[6/|Γ(2+iν)|²]·2|Γ(2+iν)|e^(−πν/2)/(2qr)² = 3e^(−πν/2)/(q²|Γ(2+iν)|).

The recurrence and reflection formulas give |Γ(2+iν)|² = (1 + ν²)Γ(1+iν)Γ(1−iν) and Γ(1+iν)Γ(1−iν) = iνΓ(iν)Γ(1−iν) = iνπ/sin(iπν) = πν/sinh(πν). With e^(πν)/sinh(πν) = 2/(1 − e^(−2πν)) and q⁴(1 + ν²)ν = q(1 + q²),

1/B² = 2πq(1 + q²)/[9(1 − e^(−2πν))].

To count states, confine the atom in a sphere of radius R. The condition P(R) = 0 spaces the allowed q by π/R at leading order in 1/R, the logarithm changing the spacing by a relative amount of order (ln R)/R. Thus ΔE = πq/R, while 𝒩 → B²R/2. The strength per unit energy is

df/dE = 8J²/(3ω𝒩ΔE) = [8J²/(3ω)]·2/(πqB²).

The series in (14) converges when 2q < |σ + iq|, which holds for large σ. Both ends of (14) are analytic in Re σ > 0, the integral because P is bounded and the closed form because σ ± iq have positive real part, so the equality extends to σ = 1 with principal powers. Write 1 ± iq = √(1 + q²)e^(±iϑ), ϑ = arctan q. The exponents are α − 4 = −2 + iν and −α = −2 − iν, so

J = 6(1 + q²)⁻² exp[iν(iϑ) − iν(−iϑ)] = 6e^(−2νϑ)/(1 + q²)².

Collecting factors, with 1/ω = 2/(1 + q²),

df/dE = (8/3)·[2/(1+q²)]·[36e^(−4νϑ)/(1+q²)⁴]·[2/(πq)]·2πq(1+q²)/[9(1 − e^(−2πν))].

The numerical factor is 8·2·36·2·2/27 = 256/3, which is (13). ∎

Remark (threshold). Equation (12) can be written n³f_n = (256/3)[n⁸/(n² − 1)⁴][(n−1)/(n+1)]^(2n), which tends to (256/3)e⁻⁴. The level spacing is dE/dn = n⁻³, so n³f_n is the strength per unit energy below threshold. As q → 0, (13) tends to the same limit. The averaged density is continuous across E = 0, and f_n falls as n⁻³.

Proof of part (c)

The bound terms have 3/8 ≤ ω_n < 1/2 and Σf_n ≤ 1, so their sum is finite for every k. The density (13) is positive and continuous for q > 0 and bounded at threshold, so only ω → ∞ decides. Let C = 8√2/(3π) = 1.200422. Using (1 + q²)⁴ = 16ω⁴ and √(2ω) = √(1 + q²), one has 256/[3(1+q²)⁴] = 16/(3ω⁴) = Cω^(−7/2)·2π/√(1 + q²), and (13) takes the exact form

df/dE = Cω^(−7/2)·[q/√(1 + q²)]·e^(−4νϑ)·2πν/(1 − e^(−2πν)).  (15)

As ν → 0 each of the last three factors tends to 1. Therefore ∫ω^k(df/dE)dE converges or diverges with ∫ω^(k−7/2)dω, which converges if and only if k − 7/2 < −1. ∎

Remark (approach to the power law). With ϑ = π/2 − ν + O(ν³), e^(−4νϑ) = e^(−2πν)[1 + O(ν²)], and x e^(−x)/(1 − e^(−x)) = x/(e^x − 1) = 1 − x/2 + O(x²) at x = 2πν. The ratio of df/dE to Cω^(−7/2) is thus 1 − π/q + O(q⁻²). Evaluating (13), the ratio is 0.744 at q = 10, 0.9693 at q = 100 and 0.99687 at q = 1000.

Remark (origin of the power law). In the acceleration form the final state may be replaced by a plane wave at leading order in 1/q, and the matrix element then probes the singularity of φ₂, where ψ₀ ≈ ψ₀(0). The length form does not allow this replacement: at large q the transform of zψ₀ has modulus 32√π|cosθ_q|/q⁵, twice that of φ₂ divided by ω², so a plane wave would give four times the correct strength. Since z/r³ = −∂_z(1/r) and the Fourier transform of 1/r is 4π/q², the transform of φ₂ has modulus squared ψ₀(0)²·16π²cos²θ_q/q². The number of states per unit energy is q dΩ_q/(2π)³, and ∫cos²θ_q dΩ_q = 4π/3, so df/dE ≈ 2ω⁻³·(16π/q²)(4π/3)·q/(8π³) = 16/(3πqω³), which is Cω^(−7/2) at q = √(2ω). The slow tail is produced by the Coulomb singularity at a point nucleus.

Remark (S(3) without the spectrum). By F2, ∫ω⁴dμ is finite exactly when φ₁ is in the operator domain, which Lemma 5 excludes. So S(3) = ∞ follows from one fact, that r⁻² is not square-integrable at the origin.

Remark (reach of the model). At leading order the part of S(2) above an energy W is C∫_W^∞ω^(−3/2)dω = 2C/√W. At W equal to the electron rest energy, roughly 2×10⁴ hartree, this is roughly one percent of S(2). In that region neither the nonrelativistic Hamiltonian nor the dipole approximation describes absorption by the real atom. The value 4/3 is exact for the model, and parts (a) and (c) for k ≥ 2 are statements about the model's behaviour at the nucleus. The negative moments weight the lowest excitations and are insensitive to that region.

Corollary (ratios). The ratios S(k+1)/S(k), for integers k ≤ 1, increase strictly with k, exceed 3/8, and tend to 3/8 as k → −∞.

Proof. The Cauchy–Schwarz inequality for the functions ω^(k/2) and ω^((k+2)/2) with the measure μ gives S(k)² ≤ S(k−1)S(k+1), with equality only if μ sits at a single energy, which (12) excludes. The lower bound follows from ω ≥ 3/8 on the support of μ. Finally (8/3)^k S(k) = Σf_n(8ω_n/3)^k tends to f₂ as k → −∞ by dominated convergence, every term but the first tending to zero, so the ratio tends to 3/8. ∎

From part (a), the ratios for k = −4, …, 1 are 129/319 = 0.40439, 18/43 = 0.41860, 4/9 = 0.44444, 1/2, 2/3 and 2 hartree. Each is the mean excitation energy under the weight f_nω_n^k.

Worked example: the hydrogen atom with fixed nucleus

Where the moments come from. Equation (12) gives f₂ = 2¹³/3⁹ = 0.416197, f₃ = 0.079102 and f₄ = 0.028991. Equation (13) gives df/dE = 0.85626, 0.23091 and 1.8404×10⁻³ per hartree at q = 0.5, 1 and 3. The 2p term of S(k) is f₂(3/8)^k. For k = −2 it is 0.416197 × 64/9 = 2.95962, which is 65.77% of 9/2. For k = 2 it is 0.416197 × 9/64 = 0.058528, which is 4.39% of 4/3.

The bound part was obtained by adding (12) term by term to N = 20000 and estimating the rest from the n⁻³ law, Σ_(n>N) c n⁻³ ≈ c/[2(N + ½)²] with c = N³f_Nω_N^k. The continuum part ∫q dq (df/dE)ω^k was mapped to a finite interval by q = tan t and integrated by adaptive quadrature. In hartree^k:

k = 2: 2p 0.058528, bound 0.090210, continuum 1.243123
k = 1: 2p 0.156074, bound 0.224678, continuum 0.441989
k = 0: 2p 0.416197, bound 0.565004, continuum 0.434996
k = −1: 2p 1.109858, bound 1.433176, continuum 0.566824
k = −2: 2p 2.959621, bound 3.663258, continuum 0.836742
k = −3: 2p 7.892323, bound 9.426106, continuum 1.323894
k = −4: 2p 21.046195, bound 24.394741, continuum 2.188592

Adding the last two entries of a row gives the total: 0.090210 + 1.243123 = 1.333333 for k = 2, 3.663258 + 0.836742 = 4.500000 for k = −2, and 24.394741 + 2.188592 = 26.583333 = 319/12 for k = −4. Relative to the total S(k), the continuum supplies 93.23% at k = 2, 43.50% at k = 0, 18.59% at k = −2 and 8.23% at k = −4, while the 2p share rises from 4.39% through 41.62% and 65.77% to 79.17%. The trend is that of the Corollary: lowering k by one multiplies each term by 1/ω, which is largest at the 2p line. A sum over bound states alone gives 3.663 for S(−2), short of 9/2 by the 18.59% just quoted.

The moments can also be computed from ψ₀ and E₀ with no knowledge of the exact excited states. Diagonalise h in the orthonormal functions proportional to x e^(−x/2)L_m^(2)(x), with x = 2ζr, ζ = 0.7Z and L_m^(2) the generalised Laguerre polynomials, and form Σfω^k over the resulting discrete pseudo-states. These functions vanish as r at the origin, like U₁, and lie in the form domain of (2). With 30 functions the lowest excitation is 0.375000 hartree and the sums for Z = 1 equal the totals above to the six decimals shown. For Z = 2 they give S(2) = 21.333333 and S(−2) = 0.281250, which are 2⁴ × 4/3 and (9/2)/2⁴ as in part (b). The same sum for k = 3 is finite in any finite basis but is 60.85 with 20 functions and 132.02 with 40, showing no approach to a limit, in line with part (c).

The polarizability. Let the field be F cos Ωt along z, with 0 ≤ Ω < 3/8, and work to first order in F. Write ψ = e^(−iE₀t)(ψ₀ + Σc_n|n⟩) and z_n = ⟨n|z|0⟩, real. The amplitudes obey i dc_n/dt = ω_nc_n + Fz_n cos Ωt. A trial term De^(∓iΩt) requires ±ΩD = ω_nD + Fz_n/2, so the driven solution is

c_n = −(Fz_n/2)[e^(−iΩt)/(ω_n − Ω) + e^(iΩt)/(ω_n + Ω)].

The induced dipole is −⟨z⟩ = −2 Re Σz_nc_n = F cos Ωt Σz_n²[1/(ω_n − Ω) + 1/(ω_n + Ω)]. Its ratio to the field is

α(Ω) = Σ f_n/(ω_n² − Ω²).  (16)

At Ω = 0 this is S(−2), so α(0) = 9/2 bohr³ = 0.6668 Å³. For the real atom the finite proton mass raises this by a relative amount of about three times the electron-to-proton mass ratio, roughly 0.2%, which already changes the third digit (to 0.668 Å³), so 0.67 Å³ is as far as the fixed-nucleus figure applies to it. The longer numbers below describe the model.

The finite geometric series gives the identity

1/(ω² − Ω²) = ω⁻² + Ω²ω⁻⁴ + Ω⁴ω⁻⁶ + Ω⁶ω⁻⁸/(1 − Ω²/ω²),

and inserting it in (16) yields the Cauchy expansion α(Ω) = S(−2) + S(−4)Ω² + S(−6)Ω⁴ + R. For 0 < Ω < 3/8 and ω ≥ 3/8 one has 1 < 1/(1 − Ω²/ω²) ≤ 1/[1 − (8Ω/3)²], and therefore

S(−8)Ω⁶ < R ≤ S(−8)Ω⁶/[1 − (8Ω/3)²].  (17)

The full series converges for Ω < 3/8 and fails at the 2p pole.

Take Ω = 0.05 hartree (1.3606 eV, wavelength 911.3 nm). In bohr³,

S(−4)Ω² = 26.583333 × 0.0025 = 0.06645833,
S(−6)Ω⁴ = 172.188079 × 6.25×10⁻⁶ = 0.00107618,
S(−8)Ω⁶ = 1162.091102 × 1.5625×10⁻⁸ = 0.00001816.

The partial sums are 4.5 + 0.06645833 = 4.56645833 and 4.56645833 + 0.00107618 = 4.56753451. With (8Ω/3)² = 4/225 the factor in (17) is 225/221, so R lies between 1.816×10⁻⁵ and 1.8486×10⁻⁵. Evaluating (16) directly, by the same bound sum and continuum quadrature as above, gives α(0.05) = 4.56755298 bohr³ = 0.6768 Å³, and the remainder after three terms is R = 1.8476×10⁻⁵, inside the interval and near its upper end. The upper bound in (17) is an equality for strength located at ω = 3/8, and the 2p line, which sits there, supplies 1064.26 of the 1162.09 in S(−8), so most of R is bounded without loss.
